# Optimum Shaping Time and Equivalent Noise Charge of a CR-RC Shaper

## Problem

A semiconductor detector delivers a short current pulse of total charge $Q$ to a charge-sensitive preamplifier: an inverting amplifier of very large gain with feedback capacitance $C_f$. The total capacitance at the input node, including $C_f$, is $C$. The preamplifier drives a CR differentiator and an RC integrator, buffered from each other, with the same time constant $\tau$.

There are two uncorrelated white noise sources, with spectral densities defined for positive frequencies only. A parallel noise current of density $i_n^2$ (A²/Hz) flows into the input node. A series noise voltage of density $e_n^2$ (V²/Hz) acts at the amplifier input. The equivalent noise charge, ENC, is the input charge whose output peak equals the rms output noise.

Assume that the charge arrives in a time much shorter than $\tau$, that $C_f$ discharges much more slowly than $\tau$, and that the preamplifier responds much faster than $\tau$.

(a) Find ENC as a function of $\tau$.

(b) Find the $\tau$ that minimises it, and show that the parallel and series contributions to ENC² are then equal.

(c) Evaluate the result for a planar CdTe X-ray detector with a blocking contact, 4 mm × 4 mm × 1 mm, relative permittivity 10.3, dark current $I_d=1$ nA at 298 K. The amplifier and board add 8 pF, $C_f=0.2$ pF, the feedback resistor is $R_f=1$ GΩ, and $e_n=2$ nV/√Hz. These are rough typical values, treated as exact inputs in the calculation.

## Hints

1. Write the current balance at the input node. Very large gain fixes the voltage of that node.
2. The signal leaves the preamplifier as a step. Find the shaper's step response and its maximum.
3. Integrate each output noise density over frequency with $x=\omega\tau$, then put $x=\tan\theta$.
4. One term grows with $\tau$ and the other falls. Complete the square instead of only differentiating.

## Solution

### Preamplifier

Let signals vary as $\exp(j\omega t)$. Let $v$ be the node voltage, $u$ the preamplifier output, $i$ the injected current and $v_s$ the series noise voltage. The amplifier gives $u=-A(v+v_s)$. For $A\to\infty$ with finite $u$, this requires $v=-v_s$.

The injected current charges $C-C_f$ to ground and $C_f$ to the output:

$$i=j\omega(C-C_f)v+j\omega C_f(v-u)=j\omega Cv-j\omega C_fu.$$

Inserting $v=-v_s$ and solving for $u$,

$$u=-\frac{i}{j\omega C_f}-\frac{C}{C_f}v_s .$$

The current is integrated, while the series voltage is multiplied by $C/C_f$. A short pulse of charge $Q$ gives a step of height $-Q/C_f$. The sign plays no role below.

### Signal peak

With $s=j\omega$, the shaper has the transfer function

$$H(s)=\frac{s\tau}{1+s\tau}\,\frac{1}{1+s\tau}.$$

A unit step has the Laplace transform $1/s$, so the output is

$$\frac{H(s)}{s}=\frac{\tau}{(1+s\tau)^2}=\frac{1}{\tau}\frac{1}{(s+1/\tau)^2}
\quad\Rightarrow\quad h(t)=\frac{t}{\tau}\,\mathrm e^{-t/\tau}.$$

Its derivative, $(1/\tau)(1-t/\tau)\mathrm e^{-t/\tau}$, changes sign from plus to minus at $t=\tau$. The peak is therefore $h(\tau)=1/\mathrm e$, with $\mathrm e$ Euler's number, and a charge $Q$ gives a peak of $Q/(\mathrm eC_f)$.

### Noise

Uncorrelated sources add in variance. Since $|H|^2=\omega^2\tau^2/(1+\omega^2\tau^2)^2$,

$$\sigma^2=\frac{1}{C_f^2}\int_0^\infty df\,|H|^2\left(\frac{i_n^2}{\omega^2}+e_n^2C^2\right).$$

Put $x=\omega\tau$, so $df=dx/(2\pi\tau)$. The two integrals become

$$\int_0^\infty\frac{|H|^2}{\omega^2}df=\frac{\tau}{2\pi}\int_0^\infty\frac{dx}{(1+x^2)^2},\qquad
\int_0^\infty|H|^2df=\frac{1}{2\pi\tau}\int_0^\infty\frac{x^2\,dx}{(1+x^2)^2}.$$

With $x=\tan\theta$, $dx=d\theta/\cos^2\theta$ and $1+x^2=1/\cos^2\theta$. The integrals over $x$ turn into those of $\cos^2\theta$ and $\sin^2\theta$ from 0 to $\pi/2$, and both equal $\pi/4$. Hence

$$\sigma^2=\frac{1}{C_f^2}\left(\frac{i_n^2\tau}{8}+\frac{e_n^2C^2}{8\tau}\right).$$

By definition $\mathrm{ENC}/(\mathrm eC_f)=\sigma$, which answers (a):

$$\boxed{\mathrm{ENC}^2=\frac{\mathrm e^2}{8}\left(i_n^2\tau+\frac{e_n^2C^2}{\tau}\right)}$$

The gain factor $1/C_f$ has cancelled; $C_f$ remains only as a part of $C$.

The parallel term can be read as counting noise. Let dark-current electrons arrive independently at a mean rate $\lambda=I_d/q$, where $q$ is the elementary charge. The number arriving in a short interval $dt$ has variance $\lambda\,dt$, and each electron contributes $h$ to the output. In units of $(q/C_f)^2$ the variance is

$$\lambda\int_0^\infty h^2dt=\frac{\lambda}{\tau^2}\int_0^\infty t^2\mathrm e^{-2t/\tau}dt=\frac{\lambda}{\tau^2}\,\frac{2}{(2/\tau)^3}=\frac{\lambda\tau}{4}.$$

Multiplying by $q^2$ gives $qI_d\tau/4=(2qI_d)\tau/8$, so the shot noise density is $2qI_d$. For 50 arrivals per $\tau$ the formula gives 12.5; a simulation with random arrivals gave 12.52, with a statistical error near 1%. A longer $\tau$ admits more dark electrons, whereas it averages the series noise over a longer time.

### Minimum

Complete the square:

$$i_n^2\tau+\frac{e_n^2C^2}{\tau}=\left(i_n\sqrt\tau-\frac{e_nC}{\sqrt\tau}\right)^2+2i_ne_nC .$$

The last term does not depend on $\tau$, and the square cannot be negative. The minimum over all $\tau>0$ is reached where the square vanishes, $i_n\sqrt\tau=e_nC/\sqrt\tau$, that is

$$\boxed{\tau_{\rm opt}=\frac{e_nC}{i_n},\qquad \mathrm{ENC}_{\min}^2=\frac{\mathrm e^2}{4}\,e_ni_nC}$$

Squaring the same condition gives $i_n^2\tau=e_n^2C^2/\tau$. The two contributions to ENC² are therefore equal, each $(\mathrm e^2/8)e_ni_nC$. This completes (b).

For $\tau=y\,\tau_{\rm opt}$ the two terms are $y$ and $1/y$ times their common optimum value, so

$$\frac{\mathrm{ENC}}{\mathrm{ENC}_{\min}}=\sqrt{\frac{y+1/y}{2}} .$$

Halving or doubling $\tau$ costs a factor $\sqrt{1.25}=1.118$, although the ratio of parallel to series terms, $y^2$, becomes 1/4 or 4. The minimum is flat, and the balance of the terms locates it more sharply than ENC itself does.

### Numbers for the CdTe detector

The plate formula $\varepsilon_0\varepsilon_r\times\text{area}/\text{thickness}$ gives 1.46 pF for the detector, so $C=1.46+8+0.2=9.66$ pF. This neglects the edge field, which for a detector surrounded by air would add about 0.1 pF and raise $C$ and $\tau_{\rm opt}$ by about 1%. Adding the thermal noise of $R_f$ to the shot noise,

$$i_n^2=2qI_d+\frac{4k_BT}{R_f}=(3.204+0.165)\times10^{-28}\ \mathrm{A^2/Hz},$$

or $i_n=18.35$ fA/√Hz. Then

$$\tau_{\rm opt}=\frac{(2\times10^{-9})(9.66\times10^{-12})}{18.35\times10^{-15}}\ \mathrm s=1.05\ \mu\mathrm s .$$

With $\mathrm e^2/4=1.847$, $\mathrm{ENC}_{\min}^2=6.55\times10^{-34}$ C², so $\mathrm{ENC}_{\min}=2.56\times10^{-17}$ C, or 160 electrons rms. Each source alone gives 113 electrons, and $113\sqrt2=160$. A numerical search, using noise integrated from the circuit equations and a simulated signal peak, finds the same minimum.

Take 4.43 eV per electron-hole pair, a rough input like the others. For Gaussian noise, with a full width at half maximum of 2.355 standard deviations, the electronic contribution to the energy width is then about 1.7 keV.

### What a real detector changes

Dark current depends strongly on contact and temperature, and $\tau_{\rm opt}$ varies with it. The assumption that costs most here is complete charge collection. Take a bias of 500 V, a uniform field of 5 kV/cm, and rough hole values of 100 cm²/Vs for the mobility and $10^{-4}$ cm²/V for the mobility-lifetime product. The mean drift length is then $\ell=10^{-4}\times5000=0.5$ cm. A hole survives a path $z$ with probability $\mathrm e^{-z/\ell}$ and induces a fraction $dz/d$ of its charge along $dz$. Over the full thickness $d=0.1$ cm the collected fraction is

$$\frac{1}{d}\int_0^d\mathrm e^{-z/\ell}dz=\frac{\ell}{d}\left(1-\mathrm e^{-d/\ell}\right)=0.906 .$$

This 9.4% loss applies to the least favourable event, in which holes carry the whole signal. Their 0.2 µs transit lowers the peak by a further 0.15%, and discharge of $C_f$ through $R_f$, with time constant 200 µs, by 0.38%.

A preamplifier rise constant $t_r=30$ ns lowers the peak by only 0.04%, yet it moves the optimum. The extra factor $1/(1+a^2x^2)$ in the noise power, with $a=t_r/\tau\ll1$, removes from the series integral

$$\int_0^\infty\frac{x^2}{(1+x^2)^2}\frac{a^2x^2}{1+a^2x^2}dx\approx\int_0^\infty\frac{a^2\,dx}{1+a^2x^2}=\frac{\pi a}{2},$$

because the region $x\sim1/a$ dominates. Relative to $\pi/4$ this is $2a$, while the parallel term and the peak change only at order $a^2$. Minimising $i_n^2\tau+e_n^2C^2(1/\tau-2t_r/\tau^2)$ gives $\tau^2=\tau_{\rm opt}^2(1-4t_r/\tau)$, hence $\tau\approx\tau_{\rm opt}-2t_r=0.99$ µs.

A numerical model containing all these effects, and the two extra noise sources of Variation 1, puts the optimum at 1.00 µs with 180 electrons, referred to the generated charge. This is for the least favourable event, in which holes carry the whole signal; when electrons carry more of it, less charge is lost and the ENC is lower. The white parallel and series variances then have the ratio 0.95, so the equality survives to about 5%. Field non-uniformity, slow polarization under bias and pulse pile-up are not included. Band-to-band tunnelling through a triangular barrier of height $E_g$ in a field $F$ is suppressed in the WKB approximation by $\exp[-4\sqrt{2m}\,E_g^{3/2}/(3q\hbar F)]$. With the rough values $E_g=1.5$ eV and $m=0.1$ electron masses, the exponent at the mean field is about 8000 in magnitude, so tunnelling is negligible there. This says nothing about stronger fields at a contact.

The statistical spread of the generated charge is a property of the signal, not of the amplifier. For 60 keV photons and a Fano factor of 0.1 it is $\sqrt{0.1\times60000/4.43}=37$ electrons, to be added in quadrature to the electronic noise. The measured line width also contains the variation of hole loss with interaction depth. With the hole values above, no electron trapping and interactions spread uniformly over the thickness, this amounts to about 380 electrons rms at 60 keV, more than the other two together, and the line is then not Gaussian. Uniform spreading is a simplification, since photons of this energy are absorbed mostly near the entrance face. With a rough absorption length of 0.3 mm, the same hole values give about 240 electrons for entry through the cathode, where most holes have a short way to go, and about 360 for entry through the anode.

## Variation 1: noise that is not white

*Add a series noise density $e_n^2f_c/f$ with corner frequency $f_c=10$ kHz, and the thermal noise current of a lossy capacitance, $4k_BT\omega C_l\tan\delta$, with $C_l=3$ pF and $\tan\delta=0.001$. Does the optimum move?*

For the first source, $df/f=dx/x$, so

$$\int_0^\infty\frac{|H|^2}{f}df=\int_0^\infty\frac{x\,dx}{(1+x^2)^2}=\frac12,
\qquad \mathrm{ENC}_{1/f}^2=\frac{\mathrm e^2}{2}e_n^2f_cC^2 .$$

For the second, the preamplifier divides the density by $\omega^2$, leaving $1/\omega$. With $df/\omega=dx/(2\pi x)$ the same integral appears:

$$\mathrm{ENC}_{\rm diel}^2=\mathrm e^2\,\frac{4k_BTC_l\tan\delta}{2\pi}\,\frac12=\frac{\mathrm e^2k_BTC_l\tan\delta}{\pi}.$$

Neither depends on $\tau$. The optimum stays where it was, and the two white terms are still equal there, but together they are no longer the whole noise. The additions are 23 and 34 electrons, so the total is $\sqrt{160^2+23^2+34^2}\approx165$ electrons.

## Variation 2: a cooled detector

*Cool the detector and $R_f$ to 253 K, with $e_n$, $C$ and $R_f$ held fixed. The dark current follows $\exp(-E_a/k_BT)$ with $E_a=0.7$ eV, a rough value. Find the new optimum for white noise.*

The dark current falls from 1 nA to 7.9 pA. Its shot noise density becomes $2.5\times10^{-30}$ A²/Hz, while the resistor gives $1.40\times10^{-29}$ A²/Hz and now dominates. Thus $i_n=4.06$ fA/√Hz. Since $\tau_{\rm opt}\propto1/i_n$ and $\mathrm{ENC}_{\min}\propto\sqrt{i_n}$,

$$\tau_{\rm opt}=1.052\times\frac{18.35}{4.06}=4.75\ \mu\mathrm s,\qquad
\mathrm{ENC}_{\min}=160\sqrt{\frac{4.06}{18.35}}=75\ \text{electrons}.$$

If the shaper were left at 1.05 µs, then $y=0.22$ and ENC would be $75\sqrt{(0.22+4.52)/2}\approx116$ electrons. Much of the benefit of cooling is obtained only by lengthening $\tau$.

As $i_n\to0$ the white-noise formula predicts $\tau_{\rm opt}\to\infty$ and vanishing ENC. With the $1/f$ and dielectric terms of Variation 1 included, $\tau_{\rm opt}$ still grows without bound, but ENC no longer vanishes: these terms set a floor independent of $\tau$. Raising $R_f$ to lower $i_n$ does not endanger the assumption $\tau\ll R_fC_f$: without dark current, and at fixed temperature and $C_f$, $\tau_{\rm opt}$ grows as $\sqrt{R_f}$ but $R_fC_f$ grows as $R_f$. The numerical output lists the main input values and results, but not the edge-field estimate, the spreads from depth-dependent hole loss or the ENC of the cooled detector at the unchanged shaping time.

## Values computed for the example and the checks

```
Detector side: 4 mm
Detector thickness: 1 mm
Bias: 500 V
Mean field: 5 kV/cm
Relative permittivity: 10.3
Dark current: 1 nA
Temperature: 298.1 K
Feedback resistor: 1 GOhm
Feedback capacitance: 0.2 pF
Amplifier and board capacitance: 8 pF
Detector capacitance: 1.459 pF
Total input capacitance: 9.659 pF
Series noise density: 2 nV/sqrt(Hz)
Shot noise density squared: 3.204e-28 A^2/Hz
Resistor noise density squared: 1.647e-29 A^2/Hz
Total parallel noise density: 18.35 fA/sqrt(Hz)
Shape factor e^2/8: 0.9236
Optimum shaping time, formula: 1.052 us
Optimum shaping time, search: 1.052 us
Parallel part at optimum: 113 electrons rms
Series part at optimum: 113 electrons rms
Minimum ENC, formula: 159.7 electrons rms
Minimum ENC, search: 159.7 electrons rms
Electronic energy width FWHM: 1.666 keV
ENC at 0.5 tau_opt: 178.6 electrons
Parallel/series ENC^2 at 0.5 tau_opt: 0.25
ENC at 2 tau_opt: 178.6 electrons
Parallel/series ENC^2 at 2 tau_opt: 4
Shot variance, random arrivals: 12.52 electrons^2
Shot variance, quadrature: 12.5 electrons^2
Pair creation energy: 4.43 eV
Hole mobility: 100 cm2/Vs
Hole mobility-lifetime product: 0.0001 cm2/V
Hole transit time: 0.2 us
Hole trapping loss, full crossing: 9.365 %
Peak loss from hole drift time: 0.1502 %
Feedback decay time: 200 us
Peak loss from feedback decay: 0.3758 %
Preamplifier rise constant: 30 ns
Peak loss from preamplifier rise: 0.04221 %
1/f corner frequency: 10 kHz
1/f noise: 23.18 electrons rms
Lossy capacitance: 3 pF
Loss tangent: 0.001
Dielectric noise: 33.64 electrons rms
Photon energy: 60 keV
Fano factor: 0.1
Charge generation spread: 36.8 electrons rms
Tunnelling exponent at mean field: 7937
Full-model optimum shaping time: 1.002 us
Full-model ENC: 180 electrons rms
Full-model white parallel/series: 0.9517
Dark current activation energy: 0.7 eV
Cooled temperature: 253.2 K
Cooled dark current: 7.882 pA
Cooled optimum shaping time: 4.755 us
Cooled minimum ENC: 75.15 electrons rms
```
